# Two-photon scattering matrix of a two-level emitter in a waveguide

## Definitions and conventions

A two-level emitter sits at $x=0$ in a one-dimensional waveguide. Units are $\hbar=v=1$, where $v$ is the group velocity, so a distance is also a time. All photon frequencies $k$ are measured from the emitter frequency. The model assumes linear dispersion, the rotating-wave approximation, a frequency-independent coupling and no pure dephasing.

- $\Gamma$ is the total decay rate of the excited-state population.
- $\beta$ is the fraction of the decay that enters the guide, half in each direction. The fraction $1-\beta$ enters an unobserved loss channel.
- $\sigma$ lowers the emitter, and $\sigma^2=0$.
- $E=k_1+k_2$ is the total frequency of a photon pair.

Two functions recur:

$$s_k=\frac{\sqrt\Gamma}{k+i\Gamma/2},\qquad t_k=\frac{k-i\Gamma/2}{k+i\Gamma/2}=1-i\sqrt\Gamma\,s_k .$$

Plane waves are $e^{ikx}$ and photons move towards $+x$. For a packet described by its arrival time $t=-x$, the frequency amplitude is therefore $(2\pi)^{-1/2}\int dt\,e^{ikt}f(t)$.

## Reduction to one bright mode

Let $a_R(x)$ be the right-moving field, $a_L(x)$ the left-moving field with its coordinate reflected so that it also travels towards $+x$, and $a_0(x)$ the loss field. The emitter couples to

$$\sqrt{\beta\Gamma/2}\,(a_R+a_L)+\sqrt{(1-\beta)\Gamma}\,a_0=\sqrt\Gamma\,c,\qquad c=\sum_j w_ja_j,$$

with $w_R=w_L=\sqrt{\beta/2}$ and $w_0=\sqrt{1-\beta}$. Since $\sum_jw_j^2=1$, $c$ is a normalized field. The two orthogonal combinations do not couple and pass freely. What remains is

$$H=\int dx\,c^\dagger(-i\partial_x)c+\sqrt\Gamma\,[c^\dagger(0)\sigma+\sigma^\dagger c(0)] .$$

## One photon

Take the state $\int dx\,\phi(x)c^\dagger(x)|0\rangle+\varepsilon\,\sigma^\dagger|0\rangle$. The eigenvalue equations are

$$-i\phi'+\sqrt\Gamma\,\delta(x)\varepsilon=k\phi,\qquad \sqrt\Gamma\,\phi(0)=k\varepsilon .$$

The field jumps at $x=0$. If the delta function is the limit of a narrow profile $g(x)$, the field inside the profile changes in proportion to $\int^x g$, and its average weighted by $g$ is the mean of the two sides. Hence $\phi(0)=\frac12[\phi(0^-)+\phi(0^+)]$.

Let $\phi=e^{ikx}$ before the emitter and $t\,e^{ikx}$ after it. The jump gives $t=1-i\sqrt\Gamma\,\varepsilon$. The second equation becomes $k\varepsilon=\sqrt\Gamma-\frac{i\Gamma}{2}\varepsilon$, so $\varepsilon=s_k$ and $t=t_k$. Because $|t_k|=1$, a bright photon of definite frequency acquires only a phase. This phase depends on $k$, so a packet keeps its norm but generally changes shape.

## Two photons: equations of motion

The general two-excitation state is

$$|\psi\rangle=\frac1{\sqrt2}\iint dx_1dx_2\,f(x_1,x_2)c^\dagger(x_1)c^\dagger(x_2)|0\rangle+\int dx\,e(x)c^\dagger(x)\sigma^\dagger|0\rangle ,$$

with $f$ symmetric. Absorption can remove either photon, which gives $2/\sqrt2=\sqrt2$ in the equation for $e$. Symmetrizing the emitted pair gives $1/\sqrt2$ in the equation for $f$:

$$(-i\partial_1-i\partial_2-E)f+\sqrt{\Gamma/2}\,[\delta(x_1)e(x_2)+\delta(x_2)e(x_1)]=0,$$

$$(-i\partial_x-E)e+\sqrt{2\Gamma}\,f(0,x)=0 .$$

The first equation gives the jump

$$f(0^+,x)-f(0^-,x)=-i\sqrt{\Gamma/2}\;e(x).$$

With the averaging rule, $\sqrt{2\Gamma}f(0,x)=\sqrt{2\Gamma}f(0^-,x)-\frac{i\Gamma}2e(x)$. Inserting this and multiplying by $i$,

$$e'=(iE-\Gamma/2)\,e-i\sqrt{2\Gamma}\,f(0^-,x).$$

The right side is bounded, so $e$ is continuous at $x=0$. This is where the two-level nature enters: since $\sigma^{\dagger2}=0$, a photon reaching an excited emitter cannot be absorbed, and no delta-function source appears in the equation for $e$.

## Solution region by region

Abbreviate $s_{k_1},t_{k_1}$ as $s_1,t_1$, and likewise for $k_2$. The incoming pair is

$$f=N\left(e^{ik_1x_1+ik_2x_2}+e^{ik_2x_1+ik_1x_2}\right),\qquad N=\frac1{2\pi\sqrt2}.$$

**Second photon still approaching, $x<0$.** The source is $f(0^-,x)=N(e^{ik_2x}+e^{ik_1x})$. For the trial term $Ae^{ik_2x}$, the equation gives $(-ik_1+\Gamma/2)A=-i\sqrt{2\Gamma}N$, so $A=\sqrt2Ns_1$. The other term follows by exchange:

$$e(x<0)=\sqrt2N(s_1e^{ik_2x}+s_2e^{ik_1x}).$$

The homogeneous solution $e^{(iE-\Gamma/2)x}$ grows without limit as $x\to-\infty$ and is excluded. The jump then gives

$$f(0^+,x)=N(t_1e^{ik_2x}+t_2e^{ik_1x}),\qquad x<0.$$

Away from the axes, $f(x_1,x_2)=e^{iEa}f(x_1-a,x_2-a)$ if the shift crosses no axis. Choosing $a=x_1$ shows that for $x_1>0>x_2$ the amplitude is $N(t_1e^{ik_1x_1+ik_2x_2}+t_2e^{ik_2x_1+ik_1x_2})$.

**One photon already past, $x>0$.** By symmetry $f(0^-,x)=f(x,0^-)=N(t_1e^{ik_1x}+t_2e^{ik_2x})$. The homogeneous solution now decays and is allowed:

$$e(x>0)=\sqrt2N(t_1s_2e^{ik_1x}+t_2s_1e^{ik_2x})+Ce^{(iE-\Gamma/2)x}.$$

Continuity at $x=0$ fixes $C$. Using $1-t_k=i\sqrt\Gamma s_k$,

$$C=\sqrt2N[s_2(1-t_1)+s_1(1-t_2)]=2\sqrt2\,i\sqrt\Gamma\,N s_1s_2 .$$

**Both photons past.** The jump multiplies the plane-wave terms by $t_2$ and $t_1$ respectively. The last term contributes $-i\sqrt{\Gamma/2}\,C=2\Gamma Ns_1s_2$. Shifting to general positions, with $x=x_1-x_2$ and $x_c=(x_1+x_2)/2$,

$$f_{\rm out}=N\Big[t_1t_2\left(e^{ik_1x_1+ik_2x_2}+e^{ik_2x_1+ik_1x_2}\right)+2\Gamma s_1s_2\,e^{iEx_c}e^{(iE-\Gamma)|x|/2}\Big].$$

The last term is the bound-state term. It is localized in the separation of the photons, with amplitude falling as $e^{-\Gamma|x|/2}$, while the pair's mean position remains extended.

## Why a harmonic emitter has no such term

Replace the emitter by an oscillator and add an amplitude $d$ for its normalized doubly excited state. Then $e$ acquires the source $\sqrt{2\Gamma}\,\delta(x)d$, and $Ed=\sqrt{2\Gamma}\,e(0)$. Averaging across the jump gives $d=\sqrt{2\Gamma}\,e(0^-)/(E+i\Gamma)$ and

$$e(0^+)=\frac{E-i\Gamma}{E+i\Gamma}\,e(0^-).$$

From the definition of $s_k$,

$$s_1+s_2=\frac{E+i\Gamma}{\sqrt\Gamma}\,s_1s_2 .$$

Thus $e(0^-)=\sqrt2N(s_1+s_2)$ leads to $e(0^+)=\sqrt2N(E-i\Gamma)s_1s_2/\sqrt\Gamma$. The plane-wave part at $0^+$ is $\sqrt2N(t_1s_2+t_2s_1)=\sqrt2N(s_1+s_2-2i\sqrt\Gamma s_1s_2)$, which is the same number. Hence $C=0$. The bound-state term comes from the missing doubly excited state.

## Scattering matrix in frequency space

Project $f_{\rm out}$, continued to all positions as a free outgoing state, on the pair state with frequencies $p_1,p_2$. With $q=(p_1-p_2)/2$, the conjugate of that state's amplitude is $Ne^{-i(p_1+p_2)x_c}\,2\cos qx$. The integral over $x_c$ gives $2\pi\delta(p_1+p_2-E)$. The integral over $x$ is

$$\int dx\,2\cos(qx)\,e^{(iE-\Gamma)|x|/2}=2i\left[\frac1{p_1+i\Gamma/2}+\frac1{p_2+i\Gamma/2}\right]=\frac{2i}{\sqrt\Gamma}(s_{p_1}+s_{p_2}).$$

The prefactor is $N^2\cdot2\Gamma s_1s_2\cdot2\pi=\Gamma s_1s_2/(2\pi)$. Applying the sum identity to $s_{p_1}+s_{p_2}$ gives

$$\begin{aligned}S={}&t_{k_1}t_{k_2}[\delta(p_1-k_1)\delta(p_2-k_2)+\delta(p_1-k_2)\delta(p_2-k_1)]\\&+B\,\delta(p_1+p_2-E),\end{aligned}$$

$$B=\frac i\pi(E+i\Gamma)\,s_{k_1}s_{k_2}s_{p_1}s_{p_2}.$$

The first part preserves the individual frequencies. The second preserves only their sum.

For a packet $\frac1{\sqrt2}\iint F(k_1,k_2)c^\dagger_{k_1}c^\dagger_{k_2}|0\rangle$ with symmetric $F$ and $\iint|F|^2=1$, the rule to implement is

$$F_{\rm out}(p_1,p_2)=t_{p_1}t_{p_2}F(p_1,p_2)+\frac12\int dk\,B(p_1,p_2;k,E-k)\,F(k,E-k),$$

with $E=p_1+p_2$. The factor $\frac12$ compensates for counting each unordered pair twice.

This rule was tested against direct propagation of a Gaussian packet through successive time bins, extrapolated in the bin length. At the sampled frequencies the largest difference in $F_{\rm out}$ is $2.4\times10^{-5}/\Gamma$. Leaving out the bound term raises it to $1.185/\Gamma$. For a harmonic emitter the linear part alone agrees to $3.5\times10^{-5}/\Gamma$.

The linear and bound parts must be added as amplitudes. For this packet their separate norms are 1.000 and 2.376, yet the total norm is 1.000, so their interference contributes $-2.376$. The norm of the bound part is therefore not the probability of finding a bound pair.

A simple case shows the same balance. If the emitter couples to one direction only and has no loss, the bright mode is the guide itself. On resonance $t_k=-1$ and $\Gamma s_k^2=-4$, so the pair amplitude relative to the input is $1-4e^{-\Gamma|x|/2}$. Its square is 9 at zero separation, but

$$\int dx\left[\left(1-4e^{-\Gamma|x|/2}\right)^2-1\right]=2\left(-\frac{16}\Gamma+\frac{16}\Gamma\right)=0 .$$

Photons are rearranged in separation, not created.

## Transmission and reflection

Return to the guide with two directions, and send light of frequency $\delta$ in $a_R$. The bright part has weight $w_R$ on entry and $w_j$ on exit. The one-photon reflection and transmission amplitudes, written without subscripts, are

$$r=\frac\beta2(t_\delta-1)=-\frac{i\beta\Gamma}{2\delta+i\Gamma},\qquad t=1+r .$$

For two photons the linear part is a product of one-photon amplitudes. The bound term acts when both photons are in the bright mode, which gives the weight $w_R^2w_iw_j=\beta^2/4$ for any two outputs in the guide. Relative to the input amplitude $2N$, and with $E=2\delta$, the bound term is

$$\frac{\beta^2}4\,\Gamma s_\delta^2\,e^{(i\delta-\Gamma/2)\tau}=-r^2e^{(i\delta-\Gamma/2)\tau},$$

where $\tau\ge0$ is the delay between detections. The minus sign follows from $r=-\frac{i\beta}{2}\sqrt\Gamma\,s_\delta$. Up to a common phase, the pair amplitudes are

$$\psi_{RR}=r^2\left[1-e^{(i\delta-\Gamma/2)\tau}\right],\qquad \psi_{TT}=t^2-r^2e^{(i\delta-\Gamma/2)\tau},$$

where the subscripts mean both photons reflected or both transmitted.

For coherent input of photon flux $F$, the coincidence rate is $F^2|\psi|^2$ at leading order in $F$, and the single-detector fluxes are $F|r|^2$ and $F|t|^2$. Therefore, for weak light and $t\ne0$,

$$g^{(2)}_R(\tau)=\left|1-e^{(i\delta-\Gamma/2)\tau}\right|^2,\qquad g^{(2)}_T(\tau)=\left|1-\frac{r^2}{t^2}e^{(i\delta-\Gamma/2)\tau}\right|^2 .$$

Reflection is antibunched, $g_R^{(2)}(0)=0$, for every $\beta>0$ and every detuning. The reflected field is emitted by the emitter alone, which must be re-excited before it can emit again.

## When resonant transmission is bunched

On resonance $r=-\beta$ and $t=1-\beta$. With $P=\beta/(1-\beta)$,

$$g_T^{(2)}(\tau)=\left(1-P^2e^{-\Gamma\tau/2}\right)^2 .$$

Strong coupling to the guide suppresses single-photon transmission by interference. The bound term does not suffer this cancellation, so for $\beta$ close to 1 the transmitted coincidences at short delay far exceed the level expected for uncorrelated photons of the same transmitted flux.

Bunching in the sense $g_T^{(2)}(0)>1$ requires $P^2>2$, or

$$\beta>\frac{\sqrt2}{1+\sqrt2}=2-\sqrt2\approx0.586 .$$

Below this value the zero-delay coincidences lie below the uncorrelated level. At $\beta=1/2$ the linear and bound amplitudes cancel and $g_T^{(2)}(0)=0$ in the weak-drive limit. For $P>1$ the cancellation moves to the delay $\tau_0=(4/\Gamma)\ln P$.

At $\beta=1$ the linear amplitude vanishes and $\psi_{TT}=-e^{-\Gamma\tau/2}$. The transmitted pair density is $F^2e^{-\Gamma\tau}$, while the flux linear in $F$ is zero. The weak-drive value of $g_T^{(2)}(0)$ then diverges. Detuning removes this divergence: for $\beta=1$, $r/t=-i\Gamma/(2\delta)$ and

$$g_T^{(2)}(0)=\left(1+\frac{\Gamma^2}{4\delta^2}\right)^2,$$

which tends to 1 far from resonance.

## Finite flux on resonance

Let the input amplitude be real, $\alpha=\sqrt F$, and let $\gamma=\beta\Gamma/2$ be the decay rate into one direction. The transmitted field operator is $a_T=\alpha-i\sqrt\gamma\,\sigma$. With excited population $p$, the steady Bloch equations are

$$0=-\frac\Gamma2\langle\sigma\rangle-i\sqrt\gamma\,\alpha(1-2p),\qquad 0=-\Gamma p+i\sqrt\gamma\,\alpha\left(\langle\sigma\rangle-\langle\sigma^\dagger\rangle\right).$$

Eliminating $\langle\sigma\rangle$ gives $p=(4\gamma F/\Gamma^2)(1-2p)$. Define the saturation $s=8\gamma F/\Gamma^2=4\beta F/\Gamma$, not to be confused with $s_k$. Then

$$p=\frac{s}{2(1+s)},\qquad -i\sqrt\gamma\langle\sigma\rangle=-\frac{\beta\alpha}{1+s},\qquad \gamma p=\frac{\beta^2F}{1+s}.$$

The transmitted flux is

$$\langle a_T^\dagger a_T\rangle=F\left[1-\frac{2\beta}{1+s}+\frac{\beta^2}{1+s}\right]=F\,\frac{s+(1-\beta)^2}{1+s}.$$

Since $\sigma^2=0$, $a_T^2=\alpha^2-2i\alpha\sqrt\gamma\,\sigma$, and

$$\langle a_T^{\dagger2}a_T^2\rangle=F^2\left[1-\frac{4\beta}{1+s}+\frac{4\beta^2}{1+s}\right]=F^2\,\frac{s+(1-2\beta)^2}{1+s}.$$

The ratio of the second result to the square of the first is

$$g_T^{(2)}(0)=\frac{(1+s)[s+(1-2\beta)^2]}{[s+(1-\beta)^2]^2}.$$

For $s\to0$ at $\beta<1$ this returns $(1-P^2)^2$. For $\beta=1$ it becomes $(1+1/s)^2$, which is finite at any nonzero flux. The pair formula for strong bunching thus requires $s\ll(1-\beta)^2$, a stricter condition than $s\ll1$. Near $\beta=1/2$, resolving the small coincidence rate also requires $s\ll(1-2\beta)^2$.

## Worked example

Take the round model parameters $\Gamma=2\ \mathrm{ns}^{-1}$, $\beta=0.8$ and resonant light. Then $P=0.8/0.2=4$, $t=0.2$ and $r=-0.8$. A single photon is transmitted with probability 0.04, reflected with probability 0.64 and lost with probability 0.32.

At zero delay the transmitted-pair amplitude is $0.04-0.64=-0.60$, so

$$g_T^{(2)}(0)=\frac{0.60^2}{0.04^2}=225 .$$

Transmitted pairs are thus 225 times as frequent at zero delay as uncorrelated photons of the same mean flux would give. At 0.5 ns the transmitted correlation has fallen to 75.8, and the reflected one has risen from 0 to 0.155. In the weak-drive limit, transmitted coincidences vanish at

$$\tau_0=\frac4{2\ \mathrm{ns}^{-1}}\ln4=2.77\ \mathrm{ns}.$$

Beyond this delay $g_T^{(2)}$ recovers towards 1, from 0.50 at 4 ns to 0.99 at 8 ns. The bunching peak is therefore followed by a dip below the uncorrelated level. The bound amplitude decays over $2/\Gamma=1$ ns, but the peak itself falls to half its height already at 0.32 ns. Detectors that do not resolve times short compared with this average over these features. They lower the peak and make the reflected zero-delay signal nonzero.

The flux limit is already visible at $F=0.001\,\Gamma$, or 0.002 photons per ns. Here $s=0.0032$ and

$$g_T^{(2)}(0)=\frac{1.0032\times0.3632}{0.0432^2}=195 .$$

Although the emitter is far from saturated, $s$ is 8% of $(1-\beta)^2=0.04$, and the extra transmitted flux dilutes the bunching. At ten times this flux the value is 78. The zero at $\tau_0$ is likewise exact only in the weak-drive limit. At finite flux coincidences remain there, and at $F=0.01\,\Gamma$ the dip below the uncorrelated level has almost disappeared. A lossless emitter is more sensitive: with $\beta=1$, the same two fluxes give $(1+1/0.004)^2=63001$ and $(1+1/0.04)^2=676$.

All these values assume no pure dephasing, and they are sensitive to it, because dephasing adds incoherent transmitted flux that is linear in $F$. For $\beta=0.8$ and weak drive, an extra decay rate of the coherence $\langle\sigma\rangle$ of only $0.005\,\Gamma$ raises the transmission from 0.040 to about 0.050, lowers $g_T^{(2)}(0)$ from 225 to about 150 and lifts the minimum of the dip from 0 to about 0.5. At $0.025\,\Gamma$ the peak is about 53 and the dip has almost disappeared.

To check the sign and normalization of an implementation, set $\Gamma=1$, $(k_1,k_2)=(0.4,-0.1)$ and $(p_1,p_2)=(0.9,-0.6)$. The result should be $B=-1.17852-0.46190\,i$.

## Calculated quantities

```
TESTS OF THE SCATTERING MATRIX (Gamma = 1)
packet carrier detuning: 0.3 Gamma
packet duration parameter: 1.0 / Gamma
largest error, full S: 2.4e-05 / Gamma
largest error, bound term left out: 1.185 / Gamma
largest error, harmonic emitter, linear S: 3.5e-05 / Gamma
output norm, full S: 1.00000
norm of linear part alone: 1.00000
norm of bound part alone: 2.37613
connected kernel at k=(0.4,-0.1), p=(0.9,-0.6): -1.17852 -0.46190i / Gamma
same kernel by quadrature: -1.17852 -0.46190i / Gamma
WORKED EXAMPLE, RESONANCE
Gamma: 2.0 ns^-1
beta: 0.80;  P = beta/(1-beta): 4.00
single-photon amplitudes t, r: 0.20, -0.80
transmission probability: 0.040
reflection probability: 0.640
loss probability: 0.320
pair amplitude TT at zero delay: -0.600
delay (1/Gamma), delay (ns), g2 transmitted, g2 reflected:
   0.000   0.000   225.0000   0.0000
   1.000   0.500    75.7682   0.1548
   2.000   1.000    23.8737   0.3996
   4.000   2.000     1.3581   0.7476
   5.545   2.773     0.0000   0.8789
   8.000   4.000     0.4998   0.9637
  16.000   8.000     0.9893   0.9993
transmitted coincidences vanish at: 2.773 ns
bunching threshold in beta, master equation: 0.58579
bunching threshold in beta, 2 - sqrt(2): 0.58579
FINITE FLUX, MASTER EQUATION
beta, flux/Gamma, flux (photons/ns), saturation s, g2_T(0):
  0.8  0.0001  0.0002  0.00032  221.71
  0.8  0.0010  0.0020  0.00320  195.24
  0.8  0.0100  0.0200  0.03200  78.04
  1.0  0.0010  0.0020  0.00400  63001.00
  1.0  0.0100  0.0200  0.04000  676.00
LOSSLESS EMITTER, beta = 1, WEAK DRIVE
delay (1/Gamma), transmitted pair density / (input flux)^2:
  0.0  1.0000
  1.0  0.3679
  3.0  0.0498
```
